# Thermal mismatch stress in a silicide film cooled on its substrate: a numerical check

```python
"""Stress in a thin silicide film after cooling on a thick substrate.

Result under test:
    sigma = E/(1-nu) * [e0 + integral_T1^T0 (alpha_f-alpha_s) dT]
E, nu: Young modulus and Poisson ratio of the film; T0, T1: formation
and final temperatures; alpha_f, alpha_s: linear expansion coefficients
of film and substrate; e0: elastic film strain at T0.
Tension is positive. Energies in eV, lengths in angstrom, T in kelvin.
All material parameters are round model values.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

E, nu, h_film = 0.9, 0.25, 500.0
M_sub, h_sub = 1.25, 5.0e6
T0, T1, e0 = 900.0, 300.0, -0.0012
film_data = np.array([12.0e-6, 14.4e-6])   # at T1 and T0
sub_data = np.array([3.0e-6, 4.2e-6])      # at T1 and T0

# Derived formulas
M = E / (1 - nu)
mean_film, mean_sub = film_data.mean(), sub_data.mean()
thermal_strain = (mean_film - mean_sub) * (T0 - T1)
strain = e0 + thermal_strain
stress_start = M * e0
stress_thermal = M * thermal_strain
stress = M * strain
thickness_strain = -2 * nu / (1 - nu) * strain
area_energy = M * strain**2 * h_film
diff_hot = film_data[1] - sub_data[1]
diff_cold = film_data[0] - sub_data[0]
slope = (diff_hot - diff_cold) / (T0 - T1)
cooling_to_zero = (diff_hot - np.sqrt(diff_hot**2 + 2*slope*e0)) / slope
T_zero = T0 - cooling_to_zero
substrate_loss = 4 * M * h_film / (M_sub * h_sub)


def strain_from_lengths(T, film, sub, start):
    """Integrate dL/dT = alpha*L for free film and substrate."""
    def rate(temp, lengths):
        a_f = np.interp(temp, [T1, T0], film)
        a_s = np.interp(temp, [T1, T0], sub)
        return [a_f * lengths[0], a_s * lengths[1]]
    run = solve_ivp(rate, (T0, T), [1.0, 1.0 + start],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert run.success
    free_film, substrate = run.y[:, -1]
    return substrate / free_film - 1


# Strain, its leading error, and its sign from the actual lengths
length_strain = strain_from_lengths(T1, film_data, sub_data, e0)
second_order = e0 * thermal_strain + thermal_strain**2 / 2
assert abs(length_strain - strain) < 2e-5
assert abs(length_strain - strain - second_order) < 1e-7
assert strain_from_lengths(T1, film_data, sub_data, 0.0) > 0
assert strain_from_lengths(T1, sub_data, film_data, 0.0) < 0
T_zero_lengths = brentq(
    lambda T: strain_from_lengths(T, film_data, sub_data, e0), T1, 890.0)
# The linear strain formula shifts this root by less than 0.2 K.
assert abs(T_zero_lengths - T_zero) < 0.2

# Three-dimensional isotropic elastic energy: w = e.C.e/2
lame = E * nu / ((1 + nu) * (1 - 2 * nu))
shear = E / (2 * (1 + nu))
C = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)


def relax(imposed):
    """Impose the first strains; minimize energy over the others."""
    n = len(imposed)
    imposed = np.array(imposed)
    free = np.linalg.solve(C[n:, n:], -C[n:, :n] @ imposed)
    full = np.concatenate([imposed, free])
    return full, C @ full, full @ C @ full / 2


pull, pull_stress, _ = relax([strain])
assert np.isclose(pull_stress[0] / strain, E, rtol=1e-10)
assert np.isclose(-pull[1] / strain, nu, rtol=1e-10)
biaxial, biaxial_stress, density = relax([strain, strain])
assert np.allclose(biaxial_stress[:2], stress, rtol=1e-10)
assert abs(biaxial_stress[2]) < 1e-14
assert np.isclose(biaxial[2], thickness_strain, rtol=1e-10)
assert np.isclose(density * h_film, area_energy, rtol=1e-10)
uniaxial_stress = pull_stress[0]

# Bilayer free to stretch and bend: added strain = c + k*z
# z is measured from the substrate middle in units of h_sub.
nodes, weights = np.polynomial.legendre.leggauss(4)
t = h_film / h_sub
z_sub, w_sub = nodes / 2, weights / 2
z_film, w_film = 0.5 + t * (nodes + 1) / 2, t * weights / 2
B_sub = np.column_stack([np.ones(4), z_sub])
B_film = np.column_stack([np.ones(4), z_film])
hessian = (M_sub * B_sub.T @ (w_sub[:, None] * B_sub)
           + M * B_film.T @ (w_film[:, None] * B_film))
force = -M * strain * B_film.T @ w_film
shape = np.linalg.solve(hessian, force)
added_strain = w_film @ (B_film @ shape) / t
bilayer_loss = -added_strain / strain
# The estimate keeps only the first order in film thickness.
assert np.isclose(bilayer_loss, substrate_loss, rtol=0.01)
stretch_only = M * h_film / (M_sub * h_sub)
bend_part = -shape[1] * 0.5 / strain
assert np.isclose(bend_part, 3 * stretch_only, rtol=0.01)

to_GPa = elementary_charge * 1e30 / 1e9
print(f"Film Young modulus E = {E:.3f} eV/angstrom^3")
print(f"Film Poisson ratio nu = {nu:.2f} (no unit)")
print(f"Film thickness = {h_film:.0f} angstrom")
print(f"Substrate biaxial modulus = {M_sub:.3f} eV/angstrom^3")
print(f"Substrate thickness = {h_sub:.1e} angstrom")
print(f"Formation temperature T0 = {T0:.0f} K")
print(f"Final temperature T1 = {T1:.0f} K")
print(f"Initial mismatch strain e0 = {e0:.5f} (no unit)")
print(f"Film expansion at T1 = {film_data[0]:.2e} 1/K")
print(f"Film expansion at T0 = {film_data[1]:.2e} 1/K")
print(f"Substrate expansion at T1 = {sub_data[0]:.2e} 1/K")
print(f"Substrate expansion at T0 = {sub_data[1]:.2e} 1/K")
print(f"Mean film expansion = {mean_film:.3e} 1/K")
print(f"Mean substrate expansion = {mean_sub:.3e} 1/K")
print(f"Mean expansion difference = {mean_film-mean_sub:.3e} 1/K")
print(f"Temperature drop T0-T1 = {T0-T1:.0f} K")
print(f"Thermal strain = {thermal_strain:+.5f} (no unit)")
print(f"Final elastic strain, linear = {strain:+.5f} (no unit)")
print(f"Final strain from lengths = {length_strain:+.7f} (no unit)")
print(f"Second-order strain term = {second_order:+.2e} (no unit)")
print(f"Film biaxial modulus M = {M:.4f} eV/angstrom^3")
print(f"Stress at T0 = {stress_start:+.6f} eV/angstrom^3")
print(f"Thermal stress part = {stress_thermal:+.6f} eV/angstrom^3")
print(f"Final stress = {stress:+.6f} eV/angstrom^3")
print(f"Final stress converted = {stress*to_GPa:+.3f} GPa")
print(f"Conversion: 1 eV/angstrom^3 = {to_GPa:.4f} GPa")
print(f"Stress without 1-nu = {uniaxial_stress:+.6f} eV/angstrom^3")
print(f"Shortfall without 1-nu = {100*(1-uniaxial_stress/stress):.1f} %")
print(f"Thickness strain = {thickness_strain:+.5f} (no unit)")
print(f"Elastic energy per area = {area_energy:.5f} eV/angstrom^2")
print(f"Expansion difference at T0 = {diff_hot:.3e} 1/K")
print(f"Slope of expansion difference = {slope:.2e} 1/K^2")
print(f"Cooling to zero stress = {cooling_to_zero:.1f} K")
print(f"Zero-stress temperature, linear = {T_zero:.1f} K")
print(f"Zero-stress temperature, lengths = {T_zero_lengths:.1f} K")
print(f"Substrate loss, estimate = {substrate_loss:.3e} (fraction)")
print(f"Substrate loss, bilayer = {bilayer_loss:.3e} (fraction)")
print("OK")
```

Running it gives:

```
Film Young modulus E = 0.900 eV/angstrom^3
Film Poisson ratio nu = 0.25 (no unit)
Film thickness = 500 angstrom
Substrate biaxial modulus = 1.250 eV/angstrom^3
Substrate thickness = 5.0e+06 angstrom
Formation temperature T0 = 900 K
Final temperature T1 = 300 K
Initial mismatch strain e0 = -0.00120 (no unit)
Film expansion at T1 = 1.20e-05 1/K
Film expansion at T0 = 1.44e-05 1/K
Substrate expansion at T1 = 3.00e-06 1/K
Substrate expansion at T0 = 4.20e-06 1/K
Mean film expansion = 1.320e-05 1/K
Mean substrate expansion = 3.600e-06 1/K
Mean expansion difference = 9.600e-06 1/K
Temperature drop T0-T1 = 600 K
Thermal strain = +0.00576 (no unit)
Final elastic strain, linear = +0.00456 (no unit)
Final strain from lengths = +0.0045697 (no unit)
Second-order strain term = +9.68e-06 (no unit)
Film biaxial modulus M = 1.2000 eV/angstrom^3
Stress at T0 = -0.001440 eV/angstrom^3
Thermal stress part = +0.006912 eV/angstrom^3
Final stress = +0.005472 eV/angstrom^3
Final stress converted = +0.877 GPa
Conversion: 1 eV/angstrom^3 = 160.2177 GPa
Stress without 1-nu = +0.004104 eV/angstrom^3
Shortfall without 1-nu = 25.0 %
Thickness strain = -0.00304 (no unit)
Elastic energy per area = 0.01248 eV/angstrom^2
Expansion difference at T0 = 1.020e-05 1/K
Slope of expansion difference = 2.00e-09 1/K^2
Cooling to zero stress = 119.0 K
Zero-stress temperature, linear = 781.0 K
Zero-stress temperature, lengths = 780.9 K
Substrate loss, estimate = 3.840e-04 (fraction)
Substrate loss, bilayer = 3.839e-04 (fraction)
OK
```
